# Fast-electron excitation of hydrogen from 1s to 2p and 2s

An electron of momentum $\mathbf k$ and energy $E=k^2/2$ strikes a hydrogen atom in its ground state. It leaves with momentum $\mathbf k'$, and the atom is left in the $n=2$ level. The problem is to find how the cross sections for 2p and 2s fall with $E$, and why they fall differently.

Hartree atomic units are used ($\hbar=m=e=4\pi\varepsilon_0=1$). The nucleus is fixed at the origin, $\mathbf r$ is the position of the atomic electron and $\mathbf R$ that of the projectile. One photon is exchanged. For a projectile much slower than light only its instantaneous Coulomb part is kept, so that

$$V=\frac{1}{|\mathbf R-\mathbf r|}-\frac1R .$$

This interaction is taken to first order, which is the first Born approximation. Exchange between the two electrons, fine structure and relativistic kinematics are left out. The excitation energy is $\omega=\tfrac12(1-\tfrac14)=\tfrac38$ for both final states, and the momentum transfer is $\mathbf K=\mathbf k-\mathbf k'$. The real wave functions are

$$\psi_{1s}=\frac{e^{-r}}{\sqrt\pi},\qquad \psi_{2s}=\frac{(2-r)e^{-r/2}}{4\sqrt{2\pi}},\qquad \psi_{2p_j}=\frac{r_j\,e^{-r/2}}{4\sqrt{2\pi}},\quad j=x,y,z .$$

The generalized oscillator strength of a level is defined by

$$f(K)=\frac{2\omega}{K^2}\sum_m|F(\mathbf K)|^2,\qquad F(\mathbf K)=\langle n|e^{i\mathbf K\cdot\mathbf r}|1s\rangle ,$$

where the sum runs over the degenerate states of the level: three for 2p, one for 2s.

## (a) From the interaction to the cross section

**Express the total excitation cross section as an integral of $f$ over the momentum transfer, and find the limits of integration.**

Take plane waves $e^{i\mathbf k\cdot\mathbf R}$ of unit density, so that the incident flux is $k$. The matrix element is

$$T=\int d^3R\;e^{i\mathbf K\cdot\mathbf R}\,\langle n|V|1s\rangle .$$

The Coulomb transform is found with a convergence factor $e^{-\mu s}$, where $\mu\to0$ at the end:

$$\int d^3s\,\frac{e^{i\mathbf K\cdot\mathbf s-\mu s}}{s}=\frac{4\pi}{K}\int_0^\infty \sin(Ks)\,e^{-\mu s}ds=\frac{4\pi}{K^2+\mu^2}\to\frac{4\pi}{K^2}.$$

In the first term of $V$ put $\mathbf R=\mathbf r+\mathbf s$, which brings out a factor $e^{i\mathbf K\cdot\mathbf r}$. The nuclear term does not contain $\mathbf r$, so it is multiplied by $\langle n|1s\rangle=0$. Hence $T=(4\pi/K^2)F$.

The golden rule, divided by the flux, gives

$$d\sigma=\frac{2\pi}{k}|T|^2\,d\Omega\int\frac{k'^2dk'}{(2\pi)^3}\,\delta\!\left(\frac{k'^2}{2}+\omega-\frac{k^2}{2}\right).$$

Since $k'dk'=d(k'^2/2)$, the integral equals $k'/(2\pi)^3$, and

$$\frac{d\sigma}{d\Omega}=\frac{k'}{4\pi^2k}\,\frac{16\pi^2}{K^4}|F|^2=\frac{4k'}{k}\,\frac{|F|^2}{K^4}.$$

Reversing the projectile's charge changes the sign of $T$ and leaves this result unchanged.

The summed $|F|^2$ depends only on the length of $\mathbf K$, as part (b) will confirm. From $K^2=k^2+k'^2-2kk'\cos\theta$ follows $K\,dK=kk'\sin\theta\,d\theta$, so $d\Omega=2\pi K\,dK/(kk')$. Therefore

$$\sigma=\frac{8\pi}{k^2}\int_{K_-}^{K_+}\sum_m|F|^2\,\frac{dK}{K^3}.$$

Insert $\sum_m|F|^2=K^2f/(2\omega)$ and $k^2=2E$, and use $x=K^2$, for which $dK/K=dx/(2x)$:

$$\sigma=\frac{\pi}{\omega E}\int_{x_-}^{x_+}f\,\frac{dx}{x},\qquad x_\pm=K_\pm^2 .$$

The limits belong to backward and forward scattering, $K_\pm=k\pm k'$. Energy conservation, $k^2-k'^2=2\omega$, gives

$$K_-=\frac{2\omega}{k+k'}\simeq\frac{\omega}{k},\qquad x_-\simeq\frac{\omega^2}{2E}\qquad(E\gg\omega).$$

Even a forward collision must transfer some momentum, because it transfers energy. This minimum shrinks as the projectile becomes faster.

## (b) The two form factors

**Compute $F$ and $f(K)$ for 2p and for 2s.**

Both products of wave functions contain $e^{-3r/2}$, so one integral is enough. Integrating over angles first,

$$I(a,\mathbf K)=\int e^{-ar+i\mathbf K\cdot\mathbf r}d^3r=\frac{4\pi}{K}\int_0^\infty r\sin(Kr)e^{-ar}dr .$$

The radial integral is $-\partial_a[K/(a^2+K^2)]=2aK/(a^2+K^2)^2$, so

$$I=\frac{8\pi a}{(a^2+K^2)^2}.$$

Set $a=3/2$ after differentiating, and write $b=a^2=9/4$ and $D=K^2+b$.

For 2p, a factor $r_j$ is produced by $-i\,\partial/\partial K_j$:

$$\int r_je^{-ar+i\mathbf K\cdot\mathbf r}d^3r=-i\,\frac{\partial I}{\partial K_j}=\frac{32\pi i\,aK_j}{D^3}=\frac{48\pi i\,K_j}{D^3}.$$

The normalization factors multiply to $1/(4\sqrt2\,\pi)$. Thus

$$F_{2p_j}=\frac{6\sqrt2\,i\,K_j}{D^3},\qquad \sum_j|F_{2p_j}|^2=\frac{72K^2}{D^6}.$$

The direction of $\mathbf K$ has dropped out of the sum.

For 2s, a factor $r$ is produced by $-\partial/\partial a$:

$$\int re^{-ar+i\mathbf K\cdot\mathbf r}d^3r=-\frac{8\pi}{D^2}+\frac{32\pi a^2}{D^3}=-\frac{8\pi}{D^2}+\frac{72\pi}{D^3}.$$

Subtract this from $2I=24\pi/D^2$:

$$\frac{32\pi}{D^2}-\frac{72\pi}{D^3}=\frac{32\pi(K^2+\tfrac94)-72\pi}{D^3}=\frac{32\pi K^2}{D^3}.$$

Division by $4\sqrt2\,\pi$ gives $F_{2s}=4\sqrt2\,K^2/D^3$. With $2\omega=3/4$ the oscillator strengths are

$$f_{2p}=\frac{54}{(K^2+9/4)^6},\qquad f_{2s}=\frac{24K^2}{(K^2+9/4)^6}.$$

Their ratio is $f_{2s}/f_{2p}=4K^2/9$. The 2p strength is the larger for $K<3/2$ and the 2s strength for $K>3/2$. "Forbidden" therefore describes small momentum transfer, not every collision.

## (c) The optical limit

**Find $f(0)$ for both levels and explain the difference through the expansion of $e^{i\mathbf K\cdot\mathbf r}$.**

For 2p,

$$f_0\equiv f_{2p}(0)=54\left(\frac49\right)^6=\frac{2^{13}}{3^9}=0.4162,$$

while $f_{2s}(0)=0$. To see the reason, expand

$$F=\langle n|1s\rangle+i\langle n|\mathbf K\cdot\mathbf r|1s\rangle-\tfrac12\langle n|(\mathbf K\cdot\mathbf r)^2|1s\rangle+\dots$$

The constant term vanishes by orthogonality. For 2p the linear term survives. With $\mathbf K$ along $z$ it gives $f_0=2\omega|\langle 2p_z|z|1s\rangle|^2$, the ordinary dipole oscillator strength. Comparison with $F_{2p}$ gives $\langle z\rangle=6\sqrt2\,(4/9)^3=0.7449$, and indeed $0.75\times0.7449^2=0.4162$.

The velocity form provides a check that involves $\omega$ differently. Since $[z,H]=\partial_z$, the matrix element between the two levels satisfies $\langle\partial_z\rangle=-\omega\langle z\rangle$, so $f_0=2|\langle\partial_z\rangle|^2/\omega$. Quadrature of the length and velocity forms gives 0.416197 in both cases.

For 2s the linear term vanishes by parity. In the quadratic term both states are spherical, so $(\mathbf K\cdot\mathbf r)^2$ may be replaced by its angular average $K^2r^2/3$:

$$F_{2s}\simeq-\frac{K^2}{6}\langle2s|r^2|1s\rangle,\qquad \langle2s|r^2|1s\rangle=-24\sqrt2\left(\frac49\right)^3=-2.980 .$$

The amplitude starts at $K^2$, so $f_{2s}$ starts at $K^2$ and has no optical limit other than zero.

## (d) How the energy dependence arises

**Without using the detailed form of $f$, find the behaviour of $\sigma$ for $E\gg\omega$ when $f(0)\neq0$ and when $f(0)=0$. Assume that $f$ is smooth in $x$ at $x=0$ and falls as a high power at large $x$.**

Integrate by parts:

$$\int_{x_-}^{x_+}f\frac{dx}{x}=f(x_+)\ln x_+-f(x_-)\ln x_--\int_{x_-}^{x_+}\frac{df}{dx}\ln x\,dx .$$

As $E$ grows, $x_+\to\infty$ and the first term vanishes. Also $x_-\to0$, and replacing $f(x_-)$ by $f(0)$ costs an error of order $x_-\ln x_-$, which vanishes too. If $f(0)\ne0$, define a mean momentum $\bar K$ by

$$\ln\bar K^2=-\frac1{f(0)}\int_0^\infty\frac{df}{dx}\ln x\,dx .$$

Then the integral tends to $f(0)\ln(\bar K^2/x_-)$. With $x_-\simeq\omega^2/(2E)$ this is Bethe's law:

$$\sigma\to\frac{\pi f(0)}{\omega E}\ln\frac{2E\bar K^2}{\omega^2}.$$

If $f(0)=0$, then $f/x$ stays finite at $x=0$. The integral tends to a constant and $\sigma\propto1/E$.

The logarithm comes from distant collisions. Let the projectile pass at speed $v=k$ on a straight line at distance $\rho$ much larger than the atom. The part of the interaction that drives 1s→2p is then the dipole term $\mathbf r\cdot\mathbf R/R^3$. If $\rho\ll v/\omega$, the phase $\omega t$ changes little during the passage, and the size of the amplitude is

$$\langle z\rangle\int_{-\infty}^{\infty}\frac{\rho\,dt}{(\rho^2+v^2t^2)^{3/2}}=\frac{2\langle z\rangle}{\rho v}.$$

With the phase neglected, the component of the field along the path is odd in time and integrates to zero. It contributes near $\rho\sim v/\omega$, where it adds to the constant in Bethe's law but not to the logarithm; at $v=10$ it supplies about a fifth of $\sigma_{2p}$. Integrating the probability over the area,

$$\int2\pi\rho\,d\rho\,\frac{4\langle z\rangle^2}{\rho^2v^2}=\frac{8\pi\langle z\rangle^2}{v^2}\int\frac{d\rho}{\rho}.$$

The upper cutoff is of order $v/\omega$, because slower passages are averaged out by the phase. The leading result is $(8\pi\langle z\rangle^2/v^2)\ln v$. This agrees with Bethe's law, since $\pi f_0/(\omega E)=4\pi\langle z\rangle^2/v^2$ and $\ln E\simeq2\ln v$.

For 1s→2s the transition density $\psi_{2s}\psi_{1s}$ is spherical and has zero total charge. By Gauss's law it produces no field outside itself, apart from its exponentially small tail. Distant collisions are then ineffective and no logarithm appears.

## (e) The constant in Bethe's law for 2p

**Evaluate the 2p integral and find the number multiplying $E$ inside the logarithm.**

Substitute $t=b/(x+b)$, so that $x=b(1-t)/t$ and $dx=-b\,dt/t^2$. Then

$$\frac{dx}{x(x+b)^6}=-\frac{t}{b(1-t)}\,\frac{t^6}{b^6}\,\frac{b\,dt}{t^2}=-\frac1{b^6}\,\frac{t^5}{1-t}\,dt .$$

Division of polynomials gives $t^5/(1-t)=1/(1-t)-(1+t+t^2+t^3+t^4)$. Extend the upper limit to $x=\infty$, where $t=0$, and note that $54/b^6=f_0$:

$$\int_{x_-}^\infty f_{2p}\frac{dx}{x}=f_0\left[-\ln(1-t_-)-\sum_{j=1}^5\frac{t_-^j}{j}\right],\qquad t_-=\frac{b}{x_-+b}.$$

For $x_-\to0$, $1-t_-\to x_-/b$, and the sum tends to $1+\frac12+\frac13+\frac14+\frac15=\frac{137}{60}$. The bracket becomes $\ln(b/x_-)-137/60$, so

$$\bar K^2=\frac94e^{-137/60}=0.2294 .$$

The factor in the logarithm is $C=2\bar K^2/\omega^2=2\cdot\frac94\cdot\frac{64}{9}\,e^{-137/60}=32\,e^{-137/60}=3.262$, and

$$\sigma_{2p}\to\frac{\pi f_0}{\omega E}\ln(CE)=\frac{3.487}{E}\ln(3.262\,E),$$

with $E$ in hartree and $\sigma$ in bohr².

## (f) The forbidden transition

**Find the corresponding law for 2s and the ratio of the two cross sections.**

The factor $K^2$ in $f_{2s}$ cancels the $1/x$:

$$\int_{x_-}^{x_+}\frac{24\,dx}{(x+b)^6}=\frac{24}{5}\left[\frac1{(x_-+b)^5}-\frac1{(x_++b)^5}\right]\to\frac{24}{5b^5}.$$

Multiplying by $\pi/(\omega E)=8\pi/(3E)$,

$$\sigma_{2s}\to\frac{64\pi}{5E}\left(\frac49\right)^5=\frac{0.6973}{E}.$$

The ratio of the leading laws is

$$\frac{\sigma_{2p}}{\sigma_{2s}}\to\frac{54/b^6}{24/(5b^5)}\ln(CE)=\frac{45}{4b}\ln(CE)=5\ln(CE).$$

The forbidden cross section is not suppressed by a further power of $E$. It lacks the logarithm.

## (g) How soon the laws hold

**Find the first corrections in $\varepsilon=\omega/E$ within the Born formula of part (a).**

From $k'=k\sqrt{1-\varepsilon}$ and $\sqrt{1-\varepsilon}=1-\frac\varepsilon2-\frac{\varepsilon^2}8-\frac{\varepsilon^3}{16}-\dots$,

$$x_-=2E\left(\frac\varepsilon2+\frac{\varepsilon^2}8+\frac{\varepsilon^3}{16}\right)^2=\frac{\omega\varepsilon}2\left(1+\frac\varepsilon2+\frac{5\varepsilon^2}{16}+\dots\right).$$

Because $b=6\omega$, the ratio $u=x_-/b$ is $\frac{\varepsilon}{12}(1+\frac\varepsilon2+\dots)$. Call the bracket of part (e) $B(u)$. Its derivative is $-1/[u(1+u)^6]=-1/u+6-21u+\dots$, and its constant is already known, so

$$B=-\ln u-\frac{137}{60}+6u-\frac{21}2u^2+\dots$$

Since $12/\varepsilon=32E$, the leading part $-\ln(\varepsilon/12)-137/60$ is $\ln(CE)$. The remainder is

$$B-\ln(CE)=-\left(\frac\varepsilon2+\frac{3\varepsilon^2}{16}\right)+\left(\frac\varepsilon2+\frac{\varepsilon^2}4\right)-\frac{7\varepsilon^2}{96}+\dots=-\frac{\varepsilon^2}{96}+\dots$$

The three groups come from $-\ln u$, $6u$ and $-21u^2/2$. The linear terms cancel. The finite upper limit matters much later: it removes about $(b/x_+)^6/6$ from the bracket, which is of order $\varepsilon^6$.

For 2s the factor $(1+u)^{-5}\simeq1-5u$ gives

$$\sigma_{2s}\simeq\frac{0.6973}{E}\left(1-\frac{5\varepsilon}{12}\right),$$

and the upper limit enters at order $\varepsilon^5$.

Direct integration gives $-0.01051$ for the 2p coefficient at 40 hartree, against $-1/96=-0.01042$. For 2s it gives $-0.4171$ at 100 hartree, against $-5/12=-0.4167$. The differences are of relative size $\varepsilon$ or smaller, as expected from the omitted terms.

This rapid convergence is a property of the Born integral. It does not show that the Born approximation is accurate at low energy, where exchange and higher orders in $V$ can matter. Nor are these the largest corrections to the real cross sections. At high energy Ochkur's estimate of exchange multiplies the integrand by about $1-K^2/k^2$. For 2s the mean of $K^2$ over the integrand is $b/4$, so the relative change is $-b/(8E)=-3\varepsilon/4$, of the same order as $-5\varepsilon/12$ and larger. At the other end, when $E$ is no longer small compared with $c^2$, the relation $E=k^2/2$ and the neglect of transverse photons both fail. The laws need $\omega\ll E\ll c^2$.

## (h) A collision at 50 hartree

**Evaluate both cross sections at $E=50$ hartree (1361 eV), and interpret their origin and their energy dependence.**

Here $E/c^2=0.0027$ and $\varepsilon=0.0075$, so the energy lies in the required range. The momenta are $k=10$ and $k'=\sqrt{100-0.75}=9.9624$, giving

$$K_-=\frac{0.75}{19.9624}=0.03757,\qquad K_+=19.96\ \text{bohr}^{-1}.$$

For 2p, $\ln(CE)=\ln(163.1)=5.094$, and Bethe's law gives

$$\sigma_{2p}=\frac{3.487\times5.094}{50}=0.3553\ \text{bohr}^2=9.95\times10^{-22}\ \text{m}^2 .$$

The full Born integral agrees to all the digits shown. For 2s the leading law gives $0.6973/50=0.01395$ bohr². The correction factor $1-\frac5{12}(0.0075)=0.9969$ lowers this to

$$\sigma_{2s}=0.01390\ \text{bohr}^2=3.89\times10^{-23}\ \text{m}^2,$$

which is the value of the full integral. The digits serve to compare formulas within the model. They are not its physical accuracy: at this energy relativistic kinematics alone would raise the cross sections by 0.3 to 0.4 %, and exchange would lower $\sigma_{2s}$ by roughly 0.6 %.

The prefactor was tested by a separate route for 2s. First-order time-dependent perturbation theory on straight paths at $v=10$, integrated over impact parameter, gives 0.0139034 bohr². The momentum integral with the matching limits, $\omega/v$ and infinity, gives the same number.

Momentum transfers below 0.5 bohr$^{-1}$ supply 91 % of $\sigma_{2p}$ but 41 % of $\sigma_{2s}$. This is the contrast of part (d) in numbers: the allowed transition draws mainly on gentle collisions, the forbidden one more on harder ones.

Multiplying by $E$ separates the two laws:

| $E$ (hartree) | $E\sigma_{2p}$ | $E\sigma_{2s}$ | $\sigma_{2p}/\sigma_{2s}$ |
|---|---|---|---|
| 10 | 12.15 | 0.6863 | 17.7 |
| 100 | 20.18 | 0.6963 | 29.0 |
| 200 | 22.60 | 0.6968 | 32.4 |

The products are in hartree bohr². From 10 to 100 hartree $E\sigma_{2p}$ rises by 8.03, which is $3.487\ln10$, while $E\sigma_{2s}$ rises by about 1.4 % and approaches 0.6973. At 200 hartree the ratio agrees with $5\ln(CE)=32.4$. The numerical output below gives further energies and the quadrature values of $f(K)$.

## Calculated quantities

```
excitation energy w = 0.3750 hartree
dipole matrix element <2p0|z|1s> = 0.74494 bohr
optical limit f0, closed form = 0.416197
optical limit, length quadrature = 0.416197
optical limit, velocity quadrature = 0.416197
<2s|r^2|1s> = -2.97974 bohr^2
K = 0.3 1/bohr: quadrature f_2p = 3.2893e-01, f_2s = 1.3157e-02
K = 1.0 1/bohr: quadrature f_2p = 4.5824e-02, f_2s = 2.0366e-02
K = 3.0 1/bohr: quadrature f_2p = 2.6637e-05, f_2s = 1.0655e-04
Kbar^2 = 0.22937 1/bohr^2
C = 3.26220 1/hartree
Bethe slope pi f0/w = 3.48672 hartree bohr^2
slope of E*sigma_2p from 50 to 200 hartree = 3.48672 hartree bohr^2
limit of E*sigma_2s = 0.69734 hartree bohr^2
2p bracket correction / (w/E)^2 at 40 hartree = -0.01051
-1/96 = -0.01042
2s relative correction / (w/E) at 100 hartree = -0.41706
-5/12 = -0.41667
straight-path sigma_2s at v = 10 a.u. = 0.0139034 bohr^2
momentum-integral value, same limits = 0.0139034 bohr^2
example energy = 50.0 hartree = 1360.6 eV
E/c^2 = 0.00266
K_min = 0.037571 1/bohr, K_max = 19.9624 1/bohr
ln(C E) = 5.09443
sigma_2p = 0.3552568 bohr^2 = 9.9482e-22 m^2
asymptotic sigma_2p = 0.3552569 bohr^2
share of sigma_2p from K < 0.5 1/bohr = 90.73 %
sigma_2s = 0.0139032 bohr^2 = 3.8933e-23 m^2
asymptotic sigma_2s = 0.0139469 bohr^2
share of sigma_2s from K < 0.5 1/bohr = 40.77 %
table: E (hartree), E*sigma_2p, E*sigma_2s (hartree bohr^2), ratio
   5.0    9.73415   0.67513   14.4182
  10.0   12.15113   0.68634   17.7041
  50.0   17.76284   0.69516   25.5521
 100.0   20.17965   0.69625   28.9832
 200.0   22.59647   0.69680   32.4289
5 ln(C E) at 200 hartree = 32.4036
```
